# Transmission Between Two Joined Chains and the Limit of Bardeen Theory, part 1

(Sections cited here and not found follow in the second part.)

## The joined chains, solved in full and by the golden rule

**Q.** I am told that a standard tunnelling formula can predict more electrons leaving a junction than arrive at it. Before I judge that, tell me which junction you mean.

**A.** Take a row of sites numbered by the integers, with one orbital per site. The orbitals are orthonormal and the electrons do not interact. Sites $n\le 0$ form the left chain and sites $n\ge 1$ the right chain. All site energies are zero. Neighbours within a chain are coupled by the Hamiltonian element $-t$, with $t>0$. Sites 0 and 1 are coupled by $-t'$, where

$$t'=a\,t,\qquad a>0 .$$

For $a=0$ the chains are separate, and for $a=1$ the junction is an ordinary bond. I treat one spin direction at a time, since nothing here flips a spin.

Far from the junction a wave $e^{ikn}$ satisfies $E\psi_n=-t\psi_{n-1}-t\psi_{n+1}$. Dividing by $e^{ikn}$ gives

$$E=-t(e^{-ik}+e^{ik})=-2t\cos k .$$

Its velocity, in sites per unit time, is $v=\hbar^{-1}dE/dk=(2t/\hbar)\sin k$. This is positive for $0<k<\pi$, so with $k$ in that range $e^{ikn}$ moves right and $e^{-ikn}$ moves left.

**Q.** You want half-filled chains. A weak bond disturbs the levels near it. Why should the Fermi energy stay at the band centre?

**A.** Every bond, the weak one included, joins an even site to an odd site. Suppose $\psi_n$ is an eigenstate with energy $\varepsilon$, and reverse its sign on all odd sites. In the equation for any given site, the neighbours then change sign relative to the site itself. The new state therefore has energy $-\varepsilon$, with the same $|\psi_n|^2$ everywhere.

Cut the system to $N$ sites on each side. No level lies at zero: at $E=0$ the equation of the first site makes the second amplitude vanish, the equation of the third site then makes the fourth vanish, and so on through all even positions. Starting from the other end removes the odd positions in the same way. The levels therefore come in pairs $\pm\varepsilon$. Completeness says that $|\psi_n|^2$ summed over all levels is one, and the two members of each pair contribute equally, so filling the negative levels puts half an electron per spin on every site. This holds for any $a>0$ and any $N$. Half filling thus means $E_F=0$, where $\cos k=0$ and $k=\pi/2$.

**Q.** And what does "transmission" mean for a current?

**A.** It is the fraction $T(E)$ of the incoming particle flux that ends up moving away on the far side. In an interval $dk$ there are $dk/2\pi$ right-moving states per site. They deliver $v\,dk/2\pi=dE/h$ electrons per unit time when filled, because $v=\hbar^{-1}dE/dk$. The velocity cancels the density of states. A fraction $T$ of this supply passes. The junction is mirror symmetric, so electrons from the right pass with the same $T$. With occupations $f_L$ and $f_R$ of the incoming states, the current per spin is

$$I=\frac{e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE ,$$

where $e$ is the magnitude of the charge. At zero temperature and small voltage $V$ this becomes $I=(e^2/h)\,T(0)\,V$, and two spins double it. Since $T$ is a fraction of what arrives, it cannot exceed one for this single channel.

**Q.** Then find it, and show me the equations at the junction.

**A.** Send in a wave of unit amplitude from the left:

$$\psi_n=e^{ikn}+r\,e^{-ikn}\quad(n\le 0),\qquad
\psi_n=\tau\,e^{ik(n-1)}\quad(n\ge 1).$$

With this choice $\psi_0=1+r$ and $\psi_1=\tau$. All equations away from the junction hold already. Two remain:

$$E\psi_0=-t\psi_{-1}-t'\psi_1,\qquad E\psi_1=-t'\psi_0-t\psi_2 .$$

Continue the left expression formally to $n=1$, where it equals $e^{ik}+re^{-ik}$. The continued wave obeys the uniform-chain equation at site 0, $E\psi_0=-t\psi_{-1}-t(e^{ik}+re^{-ik})$. Subtracting this from the true equation gives $t(e^{ik}+re^{-ik})=t'\psi_1$, or

$$e^{ik}+r\,e^{-ik}=a\tau .$$

Continue the right expression to $n=0$, where it equals $\tau e^{-ik}$. The same comparison at site 1 gives

$$\tau\,e^{-ik}=a(1+r).$$

**Q.** Two equations and two unknowns. Please do not skip to the squared modulus.

**A.** The second equation gives $r=\tau e^{-ik}/a-1$. Put this into the first:

$$e^{ik}-e^{-ik}+\frac{\tau}{a}e^{-2ik}=a\tau .$$

The first two terms are $2i\sin k$. Collecting the terms in $\tau$ and multiplying by $a$,

$$2ia\sin k=\tau\,(a^2-e^{-2ik}),\qquad
\tau=\frac{2ia\sin k}{a^2-e^{-2ik}} .$$

The squared modulus of the denominator is

$$D=a^4-2a^2\cos 2k+1=(1-a^2)^2+2a^2(1-\cos 2k)=(1-a^2)^2+4a^2\sin^2k ,$$

where the last step uses $1-\cos 2k=2\sin^2k$. Incoming and outgoing waves have the same speed, so the flux ratio is simply $|\tau|^2$:

$$T(E)=\frac{4a^2\sin^2k}{(1-a^2)^2+4a^2\sin^2k}.$$

**Q.** Does the reflected part account for the rest?

**A.** Insert $\tau$ into $r=\tau e^{-ik}/a-1$ and use $2i\sin k\,e^{-ik}=1-e^{-2ik}$:

$$r=\frac{1-e^{-2ik}-a^2+e^{-2ik}}{a^2-e^{-2ik}}=\frac{1-a^2}{a^2-e^{-2ik}} .$$

Hence $|r|^2=(1-a^2)^2/D$, and $|r|^2+|\tau|^2=D/D=1$. Nothing is lost or created.

**Q.** Now the half-filled case.

**A.** At $k=\pi/2$ we have $\sin k=1$ and $e^{-2ik}=-1$. The amplitudes become

$$\tau=\frac{2ia}{1+a^2},\qquad r=\frac{1-a^2}{1+a^2},$$

the second because the denominator $a^2-e^{-2ik}$ is $a^2+1$. The transmission at the band centre is

$$T=\frac{4a^2}{(1+a^2)^2},\qquad 1-T=\left(\frac{1-a^2}{1+a^2}\right)^2 .$$

The second expression shows that $T$ reaches one at $a=1$ and at no other positive $a$.

**Q.** So a stronger bond than the chain's own makes transmission worse? That sounds wrong for a "coupling".

**A.** It does make it worse. Replacing $a$ by $1/a$ and multiplying numerator and denominator by $a^4$ returns the same $T$, so $a=2$ transmits as well as $a=1/2$, namely 0.64. For $t'\gg t$ the two end sites act as a tightly bound pair with levels near $-t'$ and $+t'$. Both lie far from the Fermi energy, so an electron at $E=0$ crosses the pair off resonance, and $T\approx 4/a^2$. What favours transmission is a match to the chains, not a large element.

**Q.** Your argument rests on infinitely extended waves. Would two real reservoirs of electrons, joined at some moment, carry that current?

**A.** This was tested by following the motion in time. Two separate chains of 300 sites were given 160 and 140 electrons per spin, and their end sites were joined at time zero. The charge that crossed between times $40\hbar/t$ and $160\hbar/t$ gives a current. Dividing it by the supply $e/h$ times the difference of chemical potentials, $0.4167t$, gives a mean transmission. The results were 0.00991 for $a=0.05$, 0.7779 for $a=0.6$ and 1.0000 for $a=1$. The band-centre formula gives 0.00995, 0.7785 and 1, and agreement within 2% was required.

The small deficits have a known source. Write $s=\sin^2k=1-E^2/4t^2$. From the formula for $T(E)$, $d\ln T/ds=1/s-4a^2/D$, which is $1-T$ at $s=1$. Therefore, near the centre,

$$\frac{\delta T}{T}\approx-(1-T)\frac{E^2}{4t^2}.$$

The mean of $E^2$ over a window of width $w$ centred on zero is $w^2/12$. For $w=0.4167t$ the relative deficit is $0.0036(1-T)$, which accounts for the differences at $a=0.05$ and $a=0.6$.

**Q.** Very well. Now the tunnelling formula that I am supposed to distrust.

**A.** Bardeen's approach starts from the eigenstates of the two separate chains. Let $\phi_l$ be a left state with energy $\varepsilon_l$, set to zero on the right, and let $\phi_r$ be a right state, set to zero on the left. The transfer element is

$$M_{rl}=\langle\phi_r|H-\varepsilon_l|\phi_l\rangle ,$$

with $H$ the Hamiltonian of the joined system. On left sites $(H-\varepsilon_l)\phi_l$ vanishes, because $\phi_l$ solves the isolated left chain. On the right, only site 1 is reached from the left, and there the result is $-t'\phi_l(0)$. Hence

$$M_{rl}=-t'\,\phi_r^*(1)\,\phi_l(0).$$

The golden rule gives a rate $(2\pi/\hbar)|M_{rl}|^2\delta(\varepsilon_l-\varepsilon_r)$ from $l$ to $r$, and the same for the reverse process. Transfer to the right carries the factor $f_L(1-f_R)$ and transfer to the left $f_R(1-f_L)$. Their difference is $f_L-f_R$, since the products cancel.

**Q.** That is a double sum over states. How do you extract a transmission from it?

**A.** Replace $\delta(\varepsilon_l-\varepsilon_r)$ by $\int dE\,\delta(E-\varepsilon_l)\,\delta(E-\varepsilon_r)$. The sums then separate into local densities of states at the two end sites,

$$\rho_L(E)=\sum_l|\phi_l(0)|^2\delta(E-\varepsilon_l),\qquad
\rho_R(E)=\sum_r|\phi_r(1)|^2\delta(E-\varepsilon_r),$$

and the current per spin is

$$I_B=\frac{2\pi e}{\hbar}\int t'^2\rho_L\rho_R\,(f_L-f_R)\,dE .$$

Since $2\pi/\hbar=4\pi^2/h$, comparison with the earlier current formula identifies

$$T_B(E)=4\pi^2t'^2\rho_L(E)\rho_R(E).$$

**Q.** The end-site density must be right, then, or the factor four is worthless.

**A.** Count sites of an isolated chain from the junction, $j=1,\dots,N$. The eigenstates must vanish at the missing sites $j=0$ and $j=N+1$, so

$$\phi_q(j)=\sqrt{\frac{2}{N+1}}\,\sin qj,\qquad q=\frac{\pi m}{N+1},\quad m=1,\dots,N,$$

with energy $-2t\cos q$. For the normalisation write $\sin^2qj=(1-\cos2qj)/2$ and sum over $j=0,\dots,N$. The cosine part is a geometric sum over $N+1$ terms of ratio $e^{2iq}\ne1$, and it vanishes because $e^{2iq(N+1)}=1$. What remains is $(N+1)/2$, as required.

At the end site $|\phi_q(1)|^2=2\sin^2q/(N+1)$. The spacing of $q$ is $\pi/(N+1)$, so for a long chain the sum becomes

$$\rho(E)=\frac{2}{\pi}\int_0^\pi dq\,\sin^2q\;\delta(E+2t\cos q)
=\frac{2}{\pi}\,\frac{\sin^2k}{2t\sin k}=\frac{\sin k}{\pi t}.$$

The factor $2t\sin k$ is the derivative of the argument of the delta function. Both chains have this density, so

$$T_B(E)=4\pi^2a^2t^2\,\frac{\sin^2k}{\pi^2t^2}=4a^2\sin^2k .$$

At half filling $T_B=4a^2$. It equals one at $a=1/2$ and is larger for every $a>1/2$.

**Q.** Could the excess come from your continuum limit?

**A.** The double sum was also evaluated directly, with numerically found states of two 300-site chains and each delta function replaced by a Gaussian of standard deviation $0.05t$. It gave 0.9598 at $a=0.49$ and 1.0397 at $a=0.51$, and the test required these to lie on opposite sides of one. The finite width averages $\sin k$ near its maximum and so lowers the values slightly below $4a^2$. The excess belongs to the lowest-order theory itself.

## Why the lowest order fails, and what a probe would show

The symbols are as before: hopping $t$ in the chains, $t'=at$ at the junction, end sites 0 and 1, and $E_F=0$ with $k=\pi/2$. For an incoming wave of unit amplitude, $\psi_0=1+r$ and $\psi_1=\tau$, with $r=(1-a^2)/(1+a^2)$. The full transmission is $T=4a^2/(1+a^2)^2$, and the lowest-order Bardeen value is $T_B=4a^2$.

**Q.** Both calculations look sound. Which assumption in the second one has broken?

**A.** The assumption that the states of each chain stay as they were before the chains were joined. The matching condition $\tau e^{-ik}=a(1+r)$ says that $|\tau|=a|\psi_0|$, so

$$T=a^2|\psi_0|^2 .$$

For a closed junction, $a=0$, the reflected wave has $r=1$ and the end-site amplitude is $\psi_0=2$. Keeping that value for a finite $a$ gives $4a^2$, which is Bardeen's result. The true amplitude is

$$\psi_0=1+r=\frac{2}{1+a^2}.$$

As $a$ grows from zero to one, the junction reflects less, so the wave piles up less at the end site. Beyond $a=1$ the reflected wave has the opposite sign and lowers $\psi_0$ further. In terms of supply, the golden rule takes electrons from states that it treats as undepleted. For $a>1/2$ it removes more electrons per unit time from a narrow energy interval $dE$ at the band centre than the $dE/h$ that the chain delivers there. Away from the centre this happens only where $4a^2\sin^2k>1$.

**Q.** People also say that the electron "goes back and forth". Is that the same statement or a story?

**A.** It can be made into the same statement. First find how an isolated chain responds to a source at its end. Let the source be one at site 0 of the left chain, and let the response move away to the left, $\psi_n=g\,e^{-ikn}$ for $n\le0$. The end-site equation is $E\psi_0=-t\psi_{-1}+1$, with $\psi_{-1}=g\,e^{ik}$. Therefore

$$g\,(-2t\cos k+t\,e^{ik})=-t\,e^{-ik}g=1,\qquad g=-\frac{e^{ik}}{t}.$$

At the band centre $g=-i/t$. The right chain has the same response by mirror symmetry.

In the joined system the term $-t'\psi_1$ acts as a source at site 0, and $-t'\psi_0$ acts as one at site 1. Each transfer therefore multiplies an amplitude by $-t'g=(-at)(-i/t)=ia$. The wave of the closed left chain supplies the starting amplitude 2, so

$$\psi_0=2+ia\,\psi_1,\qquad \psi_1=ia\,\psi_0 .$$

Inserting the second into the first gives $\psi_0=2-a^2\psi_0$. Solving by repeated substitution gives

$$\psi_1=2ia\,(1-a^2+a^4-\dots).$$

The first term has one crossing, the next has three, and so on. A further round trip contributes $(ia)^2=-a^2$. The minus sign means that the return wave opposes the direct one at the band centre. Bardeen theory at lowest order keeps the single crossing.

The full transmission at the band centre never exceeds one, while Bardeen's lowest-order value does so for $a>1/2$ because it keeps only the single crossing and omits the return crossings. It remains to see whether the series of crossings converges, how large Bardeen's error is at weaker coupling, and what a scanning probe would show.
